# Why a source compliance does not cap the first breakdown current: a program that tests the result

```python
"""Does a source current limit cap the first current of dielectric breakdown?
Result under test: with capacitance C on the sample side of the limiter,
I_path(t) = Ic + (V0/R - Ic)*exp(-t/(R*C)), so the first current is V0/R.
V0: voltage at breakdown; R: path plus series resistance; Ic: current limit.
Also tested: charge, heat, slow opening, a resistor at the probe, a real cable.
Working units: V, mA, kOhm, pF, ns, uH; hence charge in pC and energy in pJ.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.linalg import expm

# Rough typical parameters of a low-k film capacitor on a probe station
thickness_nm, field_MV_cm, permittivity = 50.0, 6.0, 3.0
diameter_um, cable_m, cable_pF_m = 200.0, 1.0, 100.0
R, Ic, Z0, R_probe = 1.0, 0.010, 0.050, 100.0
V0 = field_MV_cm * 0.1 * thickness_nm
area = np.pi * (diameter_um * 1e-6 / 2)**2
C_dot = epsilon_0 * permittivity * area / (thickness_nm * 1e-9) * 1e12
C_cable = cable_m * cable_pF_m
C = C_dot + C_cable
tau, I0 = R * C, V0 / R
heat = C * V0**2 / 2
R_OUT = 0.001  # small source resistance, used only in the simulation


def breakdown(c_sample, limit, times, c_supply=10.0, rise=0.0, delay=0.0):
    """Clipped source; returns path current, charge beyond limit, path heat."""
    def rate(t, y):
        supply, sample = y[0], y[1]
        opening = min(t / rise, 1.0) if rise > 0 else 1.0
        path = opening * sample / R
        wanted = (supply - sample) / R_OUT
        source = wanted if t < delay else min(wanted, limit)
        return [((V0 - supply) / R_OUT - source) / c_supply,
                (source - path) / c_sample, path - limit, sample * path]
    sol = solve_ivp(rate, (0, times[-1]), [V0, V0, 0, 0], method="Radau",
                    t_eval=times, rtol=1e-8, atol=1e-9,
                    max_step=times[-1] / 100)
    assert sol.success
    opening = np.minimum(times / rise, 1.0) if rise > 0 else 1.0
    return opening * sol.y[1] / R, sol.y[2, -1], sol.y[3, -1]


# Waveform and charge, with a limit large enough to influence both
times = np.linspace(0, 20 * tau, 401)
big_limit = 5.0
current, charge, _ = breakdown(C, big_limit, times)
formula = big_limit + (I0 - big_limit) * np.exp(-times / tau)
assert np.max(np.abs(current - formula)) < 2e-3 * I0
assert abs(charge / (C * (V0 - big_limit * R)) - 1) < 3e-3

# The same capacitance moved behind the limiter no longer contributes
_, charge_behind, _ = breakdown(1.0, big_limit, times, c_supply=C - 1.0)
assert abs(charge_behind / (V0 - big_limit * R) - 1) < 1e-2

# A limit above V0/R never acts: the path current then does not decay
unlimited, _, _ = breakdown(C, 50.0, times)
assert abs(unlimited[-1] / I0 - 1) < 5e-3

# Actual compliance: heat, and time at which the current is twice the limit
t_twice = tau * np.log((I0 - Ic) / Ic)
late, _, _ = breakdown(C, Ic, np.array([0.0, t_twice]))
assert abs(late[-1] / (2 * Ic) - 1) < 1e-2
_, _, heat_sim = breakdown(C, Ic, times)
assert abs(heat_sim / heat - 1) < 3e-3


def opening_peak(rise):
    """Peak for linearly rising conductance, without source current."""
    if rise <= tau:
        return I0 * np.exp(-rise / (2 * tau))
    return I0 * np.sqrt(tau / rise) * np.exp(-0.5)


# Slow opening of the path, in both regimes
for rise in (50.0, 2000.0):
    grid = np.linspace(0, 2 * rise, 4001)
    trace, _, _ = breakdown(C, 1e-6, grid, rise=rise)
    assert abs(trace.max() / opening_peak(rise) - 1) < 3e-3
trace, _, _ = breakdown(C, big_limit, grid, rise=2000.0)
assert trace.max() > opening_peak(2000.0)
assert trace.max() > 1.1 * big_limit
# With fast opening the peak hardly depends on the compliance setting
fast_grid = np.linspace(0, 20, 4001)
peaks = [breakdown(C, lim, fast_grid, rise=1.0)[0].max()
         for lim in (0.001, 1.0)]
assert abs(peaks[1] / peaks[0] - 1) < 5e-3
rise_for_limit = tau * (I0 / Ic)**2 / np.e


def probe_heat_formula(r_probe):
    r = r_probe / R
    return (V0**2 / 2 * (C**2 + r * C_cable * C_dot)
            / (C + r * C_cable))


def probe_discharge(r_probe, t_mark):
    """Cable discharges through a probe resistor; returns heat, current."""
    def rate(t, y):
        feed = (y[0] - y[1]) / r_probe
        return [-feed / C_cable, (feed - y[1] / R) / C_dot, y[1]**2 / R]
    end = 20 * (r_probe + R) * C
    sol = solve_ivp(rate, (0, end), [V0, V0, 0], method="Radau",
                    t_eval=[t_mark, end], rtol=1e-8, atol=1e-9)
    assert sol.success
    return sol.y[2, -1], sol.y[1, 0] / R


for resistor in (2.0, R_probe):
    t_mark = 12 * R * C_dot
    heat_probe, current_probe = probe_discharge(resistor, t_mark)
    assert abs(heat_probe / probe_heat_formula(resistor) - 1) < 1e-4
assert abs(current_probe / (V0 / (R + R_probe)) - 1) < 0.04

# Path resistance falling as heat is released (illustrative law)
R_hot = 0.3


def heated_resistance(energy):
    return R_hot + (R - R_hot) * np.exp(-energy / (0.1 * heat))


def heated_rate(t, y):
    path = y[0] / heated_resistance(y[1])
    return [-path / C, y[0] * path]


sol = solve_ivp(heated_rate, (0, 20 * tau), [V0, 0], method="Radau",
                t_eval=np.linspace(0, 20 * tau, 8001), rtol=1e-8, atol=1e-8)
heated_peak = np.max(sol.y[0] / heated_resistance(sol.y[1]))
assert abs(sol.y[1, -1] / heat - 1) < 1e-4
assert heated_peak > I0

# Limiter that reacts late: the source holds V0 during the delay
delay = 1000.0
heat_delay = heat + V0**2 * delay / R
late_times = np.linspace(0, delay + 20 * tau, 401)
_, _, heat_delay_sim = breakdown(C, Ic, late_times, delay=delay)
assert abs(heat_delay_sim / heat_delay - 1) < 1e-2


def cable_ladder(r_path, c_end, sections=100):
    """Cable open at the far end, as a chain of inductors and capacitors."""
    n = sections
    caps = np.full(n + 1, C_cable / n)
    caps[0] /= 2
    caps[-1] /= 2
    caps[0] += c_end
    coil = Z0**2 * C_cable / n
    matrix = np.zeros((2 * n + 1, 2 * n + 1))
    matrix[0, 0] = -1 / (r_path * caps[0])
    for k in range(n):
        j = n + 1 + k
        matrix[k, j] += 1 / caps[k]
        matrix[k + 1, j] -= 1 / caps[k + 1]
        matrix[j, k + 1] = 1 / coil
        matrix[j, k] = -1 / coil
    state = np.zeros(2 * n + 1)
    state[:n + 1] = V0
    return matrix, caps, state


# Charge leaving a real cable, at low R where it differs from one capacitor
transit, R_low = Z0 * C_cable, 0.1
matrix, caps, state = cable_ladder(R_low, 0.0)
round_trip = expm(matrix * 2 * transit)
full = C_cable * V0
state = round_trip @ state
left_one = caps @ state[:len(caps)]
state = round_trip @ state
left_two = caps @ state[:len(caps)]
reflection = (R_low - Z0) / (R_low + Z0)
assert abs(full - left_one - V0 * 2 * transit / (R_low + Z0)) < 0.01 * full
assert abs(left_two - full * reflection**2) < 0.01 * full

# Error of the single-capacitor model for the example itself
matrix, caps, state = cable_ladder(R, C_dot)
step = 0.25
advance = expm(matrix * step)
line_error = 0.0
for k in range(1, 1601):
    state = advance @ state
    lumped = I0 * np.exp(-k * step / tau)
    line_error = max(line_error, abs(state[0] / R - lumped) / I0)
assert line_error < 0.10

print(f"film thickness: {thickness_nm:.0f} nm")
print(f"relative permittivity: {permittivity:.1f}")
print(f"dot diameter: {diameter_um:.0f} um")
print(f"breakdown field: {field_MV_cm:.1f} MV/cm")
print(f"breakdown voltage V0: {V0:.1f} V")
print(f"path resistance R: {R:.1f} kOhm")
print(f"compliance current Ic: {Ic * 1e3:.1f} uA")
print(f"cable length: {cable_m:.1f} m")
print(f"cable capacitance: {C_cable:.1f} pF")
print(f"sample capacitance: {C_dot:.2f} pF")
print(f"total capacitance C: {C:.1f} pF")
print(f"initial path current V0/R: {I0:.1f} mA")
print(f"initial current / compliance: {I0 / Ic:.0f}")
print(f"final path voltage Ic*R: {Ic * R * 1e3:.1f} mV")
print(f"time constant R*C: {tau:.1f} ns")
print(f"time to fall to 2*Ic: {t_twice:.0f} ns")
print(f"charge beyond Ic: {C * (V0 - Ic * R) / 1e3:.3f} nC")
print(f"stored energy C*V0^2/2: {heat / 1e3:.1f} nJ")
print(f"simulated heat in 20 R*C: {heat_sim / 1e3:.1f} nJ")
print(f"time for Ic alone to give that heat: {heat / (Ic**2 * R) / 1e9:.3f} s")
print(f"sample alone, stored energy: {C_dot * V0**2 / 2e3:.2f} nJ")
print(f"sample alone, time constant: {R * C_dot:.1f} ns")
print(f"probe resistor: {R_probe:.0f} kOhm")
print(f"heat in path with probe resistor: {heat_probe / 1e3:.2f} nJ")
print(f"cable current V0/(R+Rx): {V0 / (R + R_probe):.3f} mA")
print(f"cable decay time (R+Rx)*C1: {(R + R_probe) * C_cable / 1e3:.1f} us")
print(f"peak, 10 ns opening, no source: {opening_peak(10.0):.1f} mA")
print(f"peak, 1 us opening, no source: {opening_peak(1000.0):.2f} mA")
print(f"opening time for that peak = Ic: {rise_for_limit / 1e9:.3f} s")
print(f"cable impedance: {Z0 * 1e3:.0f} Ohm")
print(f"cable one-way delay: {transit:.1f} ns")
print(f"largest cable-model error / I0: {100 * line_error:.1f} %")
print(f"assumed hot path resistance: {R_hot * 1e3:.0f} Ohm")
print(f"peak with falling resistance: {heated_peak:.1f} mA")
print(f"assumed limiter delay: {delay / 1e3:.1f} us")
print(f"heat with limiter delay: {heat_delay / 1e3:.0f} nJ")
print(f"heat ratio, delayed / ideal limiter: {heat_delay / heat:.1f}")
print("all assertions hold")
```

Printed output:

```
film thickness: 50 nm
relative permittivity: 3.0
dot diameter: 200 um
breakdown field: 6.0 MV/cm
breakdown voltage V0: 30.0 V
path resistance R: 1.0 kOhm
compliance current Ic: 10.0 uA
cable length: 1.0 m
cable capacitance: 100.0 pF
sample capacitance: 16.69 pF
total capacitance C: 116.7 pF
initial path current V0/R: 30.0 mA
initial current / compliance: 3000
final path voltage Ic*R: 10.0 mV
time constant R*C: 116.7 ns
time to fall to 2*Ic: 934 ns
charge beyond Ic: 3.500 nC
stored energy C*V0^2/2: 52.5 nJ
simulated heat in 20 R*C: 52.5 nJ
time for Ic alone to give that heat: 0.525 s
sample alone, stored energy: 7.51 nJ
sample alone, time constant: 16.7 ns
probe resistor: 100 kOhm
heat in path with probe resistor: 8.03 nJ
cable current V0/(R+Rx): 0.297 mA
cable decay time (R+Rx)*C1: 10.1 us
peak, 10 ns opening, no source: 28.7 mA
peak, 1 us opening, no source: 6.22 mA
opening time for that peak = Ic: 0.386 s
cable impedance: 50 Ohm
cable one-way delay: 5.0 ns
largest cable-model error / I0: 3.6 %
assumed hot path resistance: 300 Ohm
peak with falling resistance: 75.4 mA
assumed limiter delay: 1.0 us
heat with limiter delay: 953 nJ
heat ratio, delayed / ideal limiter: 18.1
all assertions hold
```
